# Binding Energy of a Shallow Quantum Well with Unequal Masses, part 1

(Sections cited here and not found follow in the second part.)

## First half: the square well

### What dimensions and symmetry fix

An electron is held by a well of depth $V$ and width $L$. Its effective mass is $m_w$ in the well and $m_b$ in the barriers. When the well is very shallow, the electron is weakly bound and its wave function reaches far into both barriers. On that long scale the well is a narrow feature, and its depth and width can enter only through the area $A=VL$, an energy times a length.

The other quantity available is $\hbar^2/m$, an energy times a length squared. The combination of the two that is an energy is $mA^2/\hbar^2$, because

$$\frac{(\text{energy}\times\text{length})^2}{\text{energy}\times\text{length}^2}=\text{energy}.$$

The binding energy must therefore have the form

$$B=\frac{m_bV^2L^2}{\hbar^2}\,C\!\left(\frac{m_w}{m_b}\right).$$

Dimensional analysis gives the squares of depth and width, but it cannot determine the function $C$ of the mass ratio. The balance of flux across the well supplies the missing information, and mirror symmetry makes it simple to state. The ground state is even, so its slope vanishes at the centre of the well. The quantity $\psi'/m$, called the flux below, starts from zero there. By the time it reaches the edge it has been built up by the potential alone, in an amount proportional to $A\psi$ that contains no mass. The barrier then converts this flux into a decay rate, and the conversion involves $m_b$. This suggests that $C$ is a constant. The theorem proves it, finds $C=\tfrac12$, and gives the first correction, in which $m_w$ reappears.

### Setting and conventions

Atomic units are used in the algebra, so $\hbar=1$, the electron mass is 1, energies are in hartree and lengths in bohr. Energy is measured from the band edge of the barriers. The growth direction is $x$, the well occupies $|x|<L/2$, and the barriers extend to infinity on both sides. The electron has no momentum parallel to the layers.

The envelope $\psi(x)$ obeys the one-band equation with the BenDaniel-Duke kinetic operator,

$$-\frac12\left(\frac{\psi'}{m(x)}\right)'-U(x)\,\psi=-B\,\psi ,\tag{1}$$

where $U=V>0$ and $m=m_w$ inside, and $U=0$ and $m=m_b$ outside. A bound state has $B>0$ and a normalizable $\psi$. The choice of kinetic operator is an assumption with consequences, which the second half examines.

The conditions at an interface follow from equation (1). The envelope is continuous, since a jump would make the kinetic energy infinite. Integrating (1) over a short interval of length $2\epsilon$ centred on the interface gives

$$-\frac12\left[\frac{\psi'}{m}\right]_{-\epsilon}^{+\epsilon}=\int_{-\epsilon}^{+\epsilon}(U-B)\,\psi\,dx .$$

The integrand is bounded, so the right side vanishes as $\epsilon\to0$. Hence the flux $\psi'/m$ is continuous, while the slope $\psi'$ jumps wherever the mass does.

Two dimensionless numbers measure how shallow the well is:

$$v_w=m_wVL^2,\qquad v_b=m_bVL^2 .$$

### Theorem 1

*Let $v_w\le1$. The square well then has one bound state, which is even. As $v_w$ and $v_b$ tend to zero, its binding energy is*

$$B=\frac{m_bV^2L^2}{2}\left[1+\frac{v_w}{3}-v_b+O(v^2)\right],\qquad v=\max(v_w,v_b).\tag{2}$$

With $\hbar$ restored, the leading term is $m_bV^2L^2/(2\hbar^2)$. For fixed masses and width, both small numbers are proportional to $V$, so the limit is that of vanishing depth. The proof uses three lemmas.

### Lemma 1: the matching equation

*An even bound state with $0<B<V$ satisfies*

$$\frac{k\tan(kL/2)}{m_w}=\frac{\kappa}{m_b},\qquad k=\sqrt{2m_w(V-B)},\quad \kappa=\sqrt{2m_bB}.\tag{3}$$

**Proof.** Inside the well the mass is constant, and (1) becomes

$$\psi''=-2m_w(V-B)\psi=-k^2\psi .$$

The even solution is $\psi=\cos kx$, up to normalization. In the barriers (1) becomes $\psi''=2m_bB\,\psi=\kappa^2\psi$. The solution that can be normalized for $x>L/2$ is $\psi=c\,e^{-\kappa(x-L/2)}$, so $1/\kappa$ is the decay length.

Continuity of $\psi$ at $x=L/2$ gives $\cos(kL/2)=c$. Continuity of the flux gives

$$-\frac{k\sin(kL/2)}{m_w}=-\frac{\kappa c}{m_b}.$$

Here $c\neq0$, since $c=0$ would make both the cosine and the sine vanish. Dividing the second condition by the first and changing both signs gives (3). The conditions at $x=-L/2$ are the same by symmetry. $\square$

### Lemma 2: one bound state

*If $v_w\le1$, equation (3) has one root with $0<B<V$, and no other bound state exists.*

**Proof.** Let $k_0=\sqrt{2m_wV}$ be the largest value of $k$. Then $k_0L=\sqrt{2v_w}\le\sqrt2<\pi$, so $kL/2$ stays below $\pi/2$ and the tangent is finite and non-negative.

As $B$ rises from $0$ to $V$, $k$ falls from $k_0$ to $0$. The left side of (3) therefore falls continuously from a positive value to zero. The right side rises continuously from zero to a positive value. The two sides cross once.

An odd state has $\psi=\sin kx$ inside. The same matching gives $k\cot(kL/2)/m_w=-\kappa/m_b$. The left side is positive for $0<kL/2<\pi/2$ and the right side is negative, so there is no odd bound state.

Finally, no state has $B\ge V$. Multiplying (1) by $\psi$ and integrating over all $x$, with an integration by parts in the first term, gives for a normalized state

$$\frac12\int\frac{\psi'^2}{m}\,dx-\int U\psi^2dx=-B .$$

The first term is positive and the second integral is less than $V$, because part of the probability lies outside. Hence $B<V$. $\square$

### Lemma 3: a scaled form of the matching equation

*Define $q=\kappa/(m_bVL)$ and $\theta=kL/2$. Equation (3) is equivalent to*

$$q=\left(1-\frac{v_bq^2}{2}\right)\frac{\tan\theta}{\theta},\qquad \theta^2=\frac{v_w}{2}\left(1-\frac{v_bq^2}{2}\right).\tag{4}$$

**Proof.** Write $\tan\theta=\theta\,(\tan\theta/\theta)$ with $\theta=kL/2$. The left side of (3) becomes

$$\frac{k}{m_w}\,\frac{kL}{2}\,\frac{\tan\theta}{\theta}=\frac{k^2L}{2m_w}\,\frac{\tan\theta}{\theta}=(V-B)L\,\frac{\tan\theta}{\theta}.\tag{5}$$

The last step uses $k^2=2m_w(V-B)$. The factor $m_w$ in $k^2$ has cancelled the factor $1/m_w$ in the flux. The right side of (3) is $\kappa/m_b=qVL$. Dividing both sides by $VL$ gives

$$q=\left(1-\frac BV\right)\frac{\tan\theta}{\theta}.$$

The ratio $B/V$ follows from $B=\kappa^2/(2m_b)$ and $\kappa=m_bVLq$:

$$\frac BV=\frac{m_b^2V^2L^2q^2}{2m_bV}=\frac{m_bVL^2q^2}{2}=\frac{v_bq^2}{2}.\tag{6}$$

This gives the first part of (4). For the second, $\theta^2=k^2L^2/4=m_w(V-B)L^2/2=(v_w/2)(1-B/V)$. $\square$

### Proof of Theorem 1

Lemma 2 gives the number and parity of the states. It remains to expand (4).

First, $q$ must be shown to stay bounded. The function $\tan\theta/\theta$ increases on $(0,\pi/2)$, since its derivative is

$$\frac{\theta-\sin\theta\cos\theta}{\theta^2\cos^2\theta}$$

and $\sin\theta\cos\theta=\tfrac12\sin2\theta<\theta$. For $v_w\le1$, $\theta\le1/\sqrt2$, so $\tan\theta/\theta$ is bounded by its value at that point, which is less than $1.3$. The bracket in (4) equals $1-B/V$ and lies between 0 and 1. Hence $q<1.3$. It follows from (6) that $B/V=O(v_b)$: the level lies close to the barrier edge even on the scale of the shallow well.

The Taylor series of the tangent gives $\tan\theta/\theta=1+\theta^2/3+O(\theta^4)$. With $\theta^2=v_w/2+O(v^2)$,

$$\frac{\tan\theta}{\theta}=1+\frac{v_w}{6}+O(v^2).$$

Equation (4) then shows $q=1+O(v)$, so $v_bq^2/2=v_b/2+O(v^2)$. Multiplying the two factors,

$$q=\left(1-\frac{v_b}{2}\right)\left(1+\frac{v_w}{6}\right)+O(v^2)=1+\frac{v_w}{6}-\frac{v_b}{2}+O(v^2).$$

The binding energy is

$$B=\frac{\kappa^2}{2m_b}=\frac{m_bV^2L^2}{2}\,q^2,$$

and squaring $q$ doubles its first-order terms, which gives (2). $\square$

### Remarks on the result and its limits

**Origin of the two corrections.** The term $-v_b$ comes from the factor $V-B$ in (5). The level lies below the barrier edge, so the well turns the wave function less strongly than it would at zero binding. The term $+v_w/3$ comes from the curvature of the cosine. The envelope is larger at the centre than at the edge, so the well acts on a larger amplitude. For equal masses the sum is $-\tfrac23v_b$. For $m_w=3m_b$ the two first-order terms cancel.

**Very light well mass.** As $m_w\to0$ with $V$, $L$ and $m_b$ fixed, $\theta\to0$ and (4) becomes $q=1-v_bq^2/2$. Its positive root is

$$q=\frac{\sqrt{1+2v_b}-1}{v_b}=1-\frac{v_b}{2}+O(v_b^2),$$

in agreement with the general expansion. The binding stays finite although the well mass vanishes.

**Very heavy well mass.** The leading law fails if $v_w$ is large, even when $v_b$ is small. Equation (3) has a root with $kL/2<\pi/2$ for any depth: if $k_0L\ge\pi$, its left side grows without limit as $kL/2$ approaches $\pi/2$. For this root $V-B=k^2/(2m_w)<\pi^2/(2m_wL^2)$. As $m_w\to\infty$ at fixed $V$ and $L$, the level sinks to the bottom of the well and $B\to V$. The formula for a very light well mass shows that the law also fails when $v_b$ is large, since $q$ then falls well below 1. Both numbers must therefore be small for the law to be reliable. Away from that limit $q=1$ occurs only on a curve where the corrections happen to cancel, for example at $v_b=1$, $v_w=5.43$. Likewise, the law $B\propto L^2$ cannot be continued to wide wells at fixed depth, since $B$ cannot exceed $V$.

**Exponents.** Solving (3) numerically near $V=10^{-4}$, $L=1$, $m_w=0.6$ and $m_b=1.3$ in atomic units gives the local powers of $B$. They are 1.9999 for depth, 1.9998 for width, 0.0000 for well mass and 0.9999 for barrier mass.

### Worked example: a thin, shallow GaAs well

Take $V=0.040$ eV, $L=20$ Å, $m_w=0.067$ and $m_b=0.071$. These are rough values for a GaAs layer between barriers of AlGaAs with an aluminium fraction near 0.05. In atomic units $V=0.001470$ and $L=37.79$, so that

$$v_w=0.1407,\qquad v_b=0.1491 .$$

The leading law gives

$$B_0=\tfrac12(0.071)(0.001470\times37.79)^2=1.096\times10^{-4}\ \text{hartree},$$

which is 0.002982 eV. The first correction is

$$\frac{0.1407}{3}-0.1491=-0.1022,$$

and it lowers the value to $0.002982\times0.8978=0.002677$ eV. The full root of (3) is

$$B=0.002709\ \text{eV}=2.709\ \text{meV}.$$

Relative to this root, the leading law is 10% too high and the corrected law 1.2% too low. A finite-element solution of (1), which does not use the matching equation, also gives 0.002709 eV. The decay length is $1/\kappa=140.7$ Å, or 14.07 nm, seven times the width of the well.

Lowering the depth with the width and masses held fixed shows the approach to the law:

| Depth (eV) | Full $B$ (eV) | $B/B_0$ |
|---|---|---|
| 0.040 | $2.709\times10^{-3}$ | 0.9086 |
| 0.020 | $7.095\times10^{-4}$ | 0.9518 |
| 0.010 | $1.817\times10^{-4}$ | 0.9752 |
| 0.005 | $4.600\times10^{-5}$ | 0.9874 |
| 0.001 | $1.859\times10^{-6}$ | 0.9975 |

The shortfall from 1 roughly halves with each halving of the depth, as a correction linear in $V$ requires.

The masses can also be changed one at a time. At a depth of 0.040 eV, doubling $m_w$ multiplies $B$ by 1.0405, while doubling $m_b$ multiplies it by 1.7763. At 0.001 eV the factors are 1.0012 and 1.9926, close to the limiting values 1 and 2.

## Second half: general wells, the role of the masses, and real structures

### Symbols and results carried over

The envelope $\psi$ obeys equation (1), with mass $m(x)$ and local depth $U(x)$. The binding energy $B$ is measured down from the barrier edge, and atomic units are used. The masses in the well and barriers are $m_w$ and $m_b$, and $\kappa=\sqrt{2m_bB}$ is the inverse decay length. Both $\psi$ and the flux $u=\psi'/m$ are continuous. For a square well of depth $V$ and width $L$, with $v_w=m_wVL^2$ and $v_b=m_bVL^2$ both small, the first half showed that

$$B=\frac{m_bV^2L^2}{2}\left[1+\frac{v_w}{3}-v_b+\dots\right],\qquad \kappa\simeq m_bVL .$$

In the worked example $V=0.040$ eV, $L=20$ Å, $m_w=0.067$, $m_b=0.071$ and $B=0.002709$ eV.

### Theorem 2: any symmetric well of finite range

*Let $U(x)=\lambda f(x)$, where $f$ is even, bounded, non-negative, zero for $|x|>a$ and not identically zero. Let $m(x)$ be even, with $0<m\le M$ for $|x|<a$, and $m=m_b$ outside. Both functions are piecewise continuous. For small enough $\lambda>0$ there is one bound state, and*

$$B=\frac{m_bA^2}{2}\,[1+O(\lambda)],\qquad A=\int_{-a}^{a}U\,dx .\tag{7}$$

The profile of the mass inside the well is absent from the leading term. For a square well $A=VL$. For a fixed shape of depth $V$ and width $L$, $A$ is $VL$ times a number, so the squares of depth and width remain.

### Lemma 4: the envelope is flat across a shallow well

*Let $U_m$ be the largest value of $U$, let $0\le B\le U_m$, and let $s=2Ma^2U_m<\tfrac12$. The solution of (1) with $\psi(0)=1$ and $u(0)=0$ satisfies $|\psi-1|\le s/(1-s)<1$ for $0\le x\le a$.*

**Proof.** Equation (1) is equivalent to the pair

$$\psi'=m\,u,\qquad u'=-2(U-B)\psi .\tag{8}$$

Let $P$ be the largest value of $|\psi|$ on $[0,a]$. Since $U$ and $B$ both lie between 0 and $U_m$, $|U-B|\le U_m$. Integrating the second equation from the centre gives $|u|\le2aU_mP$. Integrating the first gives

$$|\psi(x)-1|\le Ma\,(2aU_mP)=sP .$$

Hence $P\le1+sP$, or $P\le1/(1-s)$. Inserting this in the previous line gives the result. $\square$

### Proof of Theorem 2

For a shallow square well, the leading binding energy has been shown to depend on the barrier mass but not on the well mass, and Lemma 4 has shown that the envelope is nearly flat across a shallow symmetric well. It remains to prove Theorem 2 with this lemma, and then to examine the role of the masses and the limits of the model in real structures.

Numbers in the example were calculated in double precision.
